# Why threefold symmetry makes linear sheet elasticity isotropic

A model honeycomb sheet, pulled along one of its bonds, has a Young modulus of 123.08 N/m. Pulled at 11° or at 30° to the bond, it again has a modulus of 123.08 N/m, and its Poisson ratio is 0.2308 in all three cases. Yet the bonds are loaded quite differently in the three pulls, and at 5% strain the tensions along the first and last directions differ by 1.4%. The agreement at small strain follows from the threefold axis alone; the difference at large strain is what that axis still permits.

## 1. Energy and conventions

The sheet lies in the $xy$ plane, is flat, and carries no stress in its reference state. The strains $e_{xx},e_{yy},e_{xy}$ are uniform or vary slowly on the atomic scale. The elastic energy per reference area is, to second order,

$$W=\tfrac12C_{11}e_{xx}^2+\tfrac12C_{22}e_{yy}^2+C_{12}e_{xx}e_{yy}+(C_{16}e_{xx}+C_{26}e_{yy})s+\tfrac12C_{66}s^2,$$

where $s=2e_{xy}$ is the engineering shear strain. Derivatives of $W$ with respect to $e_{xx},e_{yy},s$ give the tensions $N_{xx},N_{yy},N_{xy}$, which are forces per width. Moduli and tensions are therefore both in N/m.

Two further conditions apply. The in-plane electric field is held at zero, so that $W$ depends on strain alone even in a piezoelectric sheet and no field direction disturbs the symmetry. The sheet is also held flat. If its two faces differ, stretching can couple linearly to curvature, and a free sheet may curl. A mirror in the sheet plane forbids this coupling, because it reverses curvature and leaves in-plane strain unchanged.

## 2. How strain rotates

Let $c=\cos\varphi$ and $q=\sin\varphi$. Rotating the strain by $\varphi$, $e'=ReR^T$, gives

$$e'_{xx}=c^2e_{xx}-2cq\,e_{xy}+q^2e_{yy},$$
$$e'_{yy}=q^2e_{xx}+2cq\,e_{xy}+c^2e_{yy},$$
$$e'_{xy}=cq(e_{xx}-e_{yy})+(c^2-q^2)e_{xy}.$$

The sum of the first two lines shows that $t=e_{xx}+e_{yy}$ is unchanged. With $p=e_{xx}-e_{yy}$, their difference and twice the third line are

$$p'=p\cos2\varphi-s\sin2\varphi,\qquad s'=p\sin2\varphi+s\cos2\varphi.$$

These are the real and imaginary parts of one equation for $z=p+is$:

$$t'=t,\qquad z'=e^{2i\varphi}z .$$

Here $t$ is the relative change of area and $z$ is the change of shape at fixed area.

## 3. The six constants sorted by rotation

A quadratic form in $t,p,s$ has six coefficients. They can be written as two real constants $K,G$ and two complex ones, $D=D_1+iD_2$ and $F=F_1+iF_2$:

$$W=\tfrac12Kt^2+\tfrac12G|z|^2+\mathrm{Re}(Dtz^*)+\mathrm{Re}(Fz^{*2}).$$

Since $z^*=p-is$ and $z^{*2}=p^2-s^2-2ips$, the last two terms are

$$t(D_1p+D_2s)+F_1(p^2-s^2)+2F_2ps .$$

Comparing coefficients of $e_{xx}^2$, $e_{yy}^2$, $e_{xx}e_{yy}$, $s^2$, $e_{xx}s$ and $e_{yy}s$ with Section 1 gives

$$\tfrac12C_{11}=\tfrac12(K+G)+D_1+F_1,\qquad \tfrac12C_{22}=\tfrac12(K+G)-D_1+F_1,$$
$$C_{12}=K-G-2F_1,\qquad \tfrac12C_{66}=\tfrac12G-F_1,$$
$$C_{16}=D_2+2F_2,\qquad C_{26}=D_2-2F_2 .$$

The difference of the first pair gives $D_1$, and the last pair gives $D_2$ and $F_2$. For $F_1$, form $C_{11}+C_{22}-2C_{12}-4C_{66}$: the $K$ terms cancel, the $G$ terms add to $2+2-4=0$, and the $F_1$ terms add to $4+4+8=16$. Hence

$$D=\frac{C_{11}-C_{22}}4+i\frac{C_{16}+C_{26}}2,$$
$$F=\frac{C_{11}+C_{22}-2C_{12}-4C_{66}}{16}+i\frac{C_{16}-C_{26}}4 .$$

The moduli $|D|$ and $|F|$ measure the anisotropy of any computed stiffness matrix. They do not depend on the orientation of its axes; only the phases of $D$ and $F$ do, as the next section shows.

## 4. The proof

Turn the crystal by $\varphi$ and keep the strain fixed. The turned crystal responds as the original would to the strain turned back, so $W'(e)=W(R^TeR)$. In $W$ we replace $z$ by $e^{-2i\varphi}z$, and thus $z^*$ by $e^{2i\varphi}z^*$. The constants $K$ and $G$ do not change, while

$$D'=e^{2i\varphi}D,\qquad F'=e^{4i\varphi}F .$$

If the rotation is a symmetry, $W'=W$ for every strain. The coefficients of a quadratic form are unique, so

$$(e^{2i\varphi}-1)D=0,\qquad (e^{4i\varphi}-1)F=0 .$$

For $\varphi=120^\circ$ the phases are $240^\circ$ and $480^\circ=360^\circ+120^\circ$. Neither is a multiple of $360^\circ$, so $D=F=0$. What remains,

$$W=\tfrac12Kt^2+\tfrac12G|z|^2,$$

is unchanged by a rotation through any angle. No mirror or inversion was used. Setting $D=F=0$ in Section 3 gives

$$C_{11}=C_{22}=K+G,\quad C_{12}=K-G,\quad C_{66}=G=\frac{C_{11}-C_{12}}2,\quad C_{16}=C_{26}=0 .$$

The same two conditions treat other axes. A twofold axis has phases $360^\circ$ and $720^\circ$, so all six constants survive. A fourfold axis has $180^\circ$ and $360^\circ$: $D$ vanishes, the complex $F$ survives, and four constants remain. A sixfold axis has $120^\circ$ and $240^\circ$ and leaves two. Symmetry alone thus makes a triangular lattice elastically isotropic but not a square one, which is isotropic only if its constants happen to give $F=0$.

## 5. Atoms that move inside the cell

When a crystal with several atoms per cell is strained, the atoms also shift relative to each other. Collect these shifts in a vector $u$, with rigid translation removed. To second order the energy is

$$w(e,u)=\tfrac12e^TAe+e^TBu+\tfrac12u^THu,$$

with $H$ positive definite. Setting $\partial w/\partial u=B^Te+Hu=0$ gives $u=-H^{-1}B^Te$, and substitution gives

$$W(e)=\tfrac12e^T(A-BH^{-1}B^T)e .$$

This is again quadratic in strain. A symmetry rotation turns the strain and maps each set of shifts $u$ onto another set $Su$ of equal energy, $w(ReR^T,Su)=w(e,u)$. As $u$ runs over all shifts, so does $Su$, and the two minima are equal. The relaxed energy has the symmetry of the crystal, and Section 4 applies to it.

A spring crystal illustrates this. Take a triangular lattice of unit lattice constant with one atom on the threefold axis and three more at radius 0.33 around it, the first at 0.3 rad from a lattice vector, so that the arrangement has no mirror line. Join all atoms closer than 1.5 by unstressed springs of stiffness $\exp[-(r/0.5)^2]$. Building the matrices $A,B,H$ and eliminating $u$ numerically gives, in model units, $C_{11}=C_{22}=0.69735$, $C_{12}=0.27566$ and $C_{66}=0.21084$, which is half of $C_{11}-C_{12}$ to the digits shown. Moving the central atom by $(0.08,0.03)$ destroys the axis, and $(|D|+|F|)/C_{11}$ rises from rounding error to 0.0275. For a square lattice with one atom per cell and the same spring law it is 0.1183 with the axes along the lattice vectors. The ratio depends on the axes through $C_{11}$: with the axes turned by 45° it is 0.224.

## 6. Young modulus and Poisson ratio

Pull along $x$ and leave the edges free. Isotropy makes this choice of axis general. The tensions are

$$N_{xx}=C_{11}e_{xx}+C_{12}e_{yy},\quad N_{yy}=C_{12}e_{xx}+C_{11}e_{yy},\quad N_{xy}=C_{66}s .$$

Free edges require $N_{yy}=N_{xy}=0$. Hence $s=0$ and $e_{yy}=-(C_{12}/C_{11})e_{xx}$. The Poisson ratio is $\nu=-e_{yy}/e_{xx}$, and inserting $e_{yy}$ in $N_{xx}=Ee_{xx}$ gives the modulus:

$$\boxed{\;\nu=\frac{C_{12}}{C_{11}},\qquad E=C_{11}-\frac{C_{12}^2}{C_{11}}=\frac{C_{11}^2-C_{12}^2}{C_{11}}\;}$$

Because $C_{11}^2-C_{12}^2=(C_{11}-C_{12})(C_{11}+C_{12})=4GK$, the same results read

$$E=\frac{4KG}{K+G},\qquad \nu=\frac{K-G}{K+G}.$$

For an implementation that starts from $E$ and $\nu$, use $C_{12}=\nu C_{11}$ and $E=C_{11}(1-\nu^2)$:

$$\begin{pmatrix}N_{xx}\\N_{yy}\\N_{xy}\end{pmatrix}=\frac{E}{1-\nu^2}\begin{pmatrix}1&\nu&0\\ \nu&1&0\\0&0&\frac{1-\nu}2\end{pmatrix}\begin{pmatrix}e_{xx}\\e_{yy}\\2e_{xy}\end{pmatrix}.$$

The last strain entry is $2e_{xy}$; with $e_{xy}$ in its place the shear entry of the matrix must be doubled.

**Stability and limits.** $W$ is positive for every nonzero strain if and only if $K>0$ and $G>0$. Since $1-\nu^2=4KG/(K+G)^2$, this is equivalent to $E>0$ together with $-1<\nu<1$. As $G/K\to0$, $\nu\to1$: the sheet keeps its area and $E\to4G$. As $K/G\to0$, $\nu\to-1$: it keeps its shape, widens when pulled, and $E\to4K$.

**Other edge conditions.** If the width is held fixed, $e_{yy}=0$ and the stiffness is $C_{11}=E/(1-\nu^2)$. If a well-bonded substrate of Poisson ratio $\nu_s$ imposes $e_{yy}=-\nu_se_{xx}$, then $N_{xx}=(C_{11}-\nu_sC_{12})e_{xx}$, and $N_{yy}$ is in general not zero.

**The three-dimensional relation.** In an isotropic or cubic solid pulled along a cube axis, both transverse strains equal $e_\perp$, and zero side stress reads $C_{12}e_{xx}+(C_{11}+C_{12})e_\perp=0$. The ratio is then $C_{12}/(C_{11}+C_{12})$. A sheet has one transverse direction in its plane, and its constants already include the relaxation of its thickness, so this relation does not apply to it.

## 7. Numbers for a channel material

Take $C_{11}=130$ N/m and $C_{12}=30$ N/m, rough values typical of monolayer MoS$_2$. Then $K=80$ N/m, $G=50$ N/m, and

$$E=\frac{130^2-30^2}{130}=\frac{16000}{130}=123.08\ \text{N/m},\qquad \nu=\frac{30}{130}=0.2308 .$$

The three-dimensional relation would give $30/160=0.1875$, which is 19% below the sheet value. At 1% strain a strip with free edges carries 1.231 N/m and narrows by 0.231%. With its width fixed it carries 1.300 N/m, 5.6% more. Dividing $E$ by a nominal thickness of 0.65 nm gives 189 GPa. That figure depends on the chosen thickness; the value in N/m does not.

## 8. A lattice that can be pulled in any direction

The opening numbers come from a planar honeycomb, a stand-in for the real layer of three atomic planes. Let $d_i$ be the three bonds of length $b$ from one atom, and $r_i$ the same bonds after deformation. The energy per cell is

$$U=\sum_i\frac{\alpha}{2m^2}\left[1-e^{-m(r_i-b)}\right]^2+\frac\beta2\sum_{i<j}\left[\frac{r_i\cdot r_j+b^2/2}{b}\right]^2 .$$

The first term is a Morse bond, whose small-stretch energy is $\alpha(r_i-b)^2/2$. The second resists changes of angle and, because the dot products contain the bond lengths, also some stretching. Both atoms of the cell see the same three dot products, so one $\beta$ covers both. The cell area is $3\sqrt3\,b^2/2$.

For a pure area change, $e_{xx}=e_{yy}=t/2$, the threefold axis is kept and rules out a relative shift of the two sublattices. Each bond lengthens by $bt/2$, and each angular bracket is $-bt/2$ to first order. There are three of each, so $U=\tfrac38(\alpha+\beta)b^2t^2$. Dividing by the area and equating to $\tfrac12Kt^2$ gives $K=(\alpha+\beta)/(2\sqrt3)$, or

$$C_{11}+C_{12}=2K=\frac{\alpha+\beta}{\sqrt3}.$$

For a pure shape change, $e_{xx}=-e_{yy}=g$, place the bonds at $\theta_i=0,\pm120^\circ$. The mirror line along the first bond allows a relative shift of the two sublattices only along $x$; call it $bw$. The bond stretch is $b(g\cos2\theta_i+w\cos\theta_i)=b(g+w)\cos\theta_i$, since $\cos2\theta_i=\cos\theta_i$ at these angles. The angular bracket is $b[2g\cos(\theta_i+\theta_j)+w(\cos\theta_i+\cos\theta_j)]$. With $k$ the third bond, $\theta_i+\theta_j=-\theta_k$ and $\cos\theta_i+\cos\theta_j=-\cos\theta_k$, so it equals $b(2g-w)\cos\theta_k$. Using $\sum\cos^2\theta_i=\tfrac32$,

$$U=\tfrac34b^2\left[\alpha(g+w)^2+\beta(2g-w)^2\right].$$

The minimum over $w$ has $\alpha(g+w)=\beta(2g-w)$. The two brackets add to $3g$, so $g+w=3g\beta/(\alpha+\beta)$ and $2g-w=3g\alpha/(\alpha+\beta)$, and

$$U=\frac{27}{4}b^2g^2\frac{\alpha\beta}{\alpha+\beta}.$$

Here $|z|=2g$, so $W=2Gg^2=(C_{11}-C_{12})g^2$. Dividing $U$ by the area gives

$$C_{11}-C_{12}=\frac{3\sqrt3}{2}\,\frac{\alpha\beta}{\alpha+\beta}.$$

The example's constants require $\alpha=230.94$ N/m and $\beta=46.19$ N/m, taking the root with bonds stiffer than angles. The other inputs are a lattice constant of 0.316 nm, hence $b=0.1824$ nm, and $m=15$ nm$^{-1}$.

To pull the model, a material line is stretched by a fraction $\varepsilon$, and the transverse strain, the shear and both components of the sublattice shift are relaxed by Newton's method. The tension is $dW/d\varepsilon$, a force per undeformed width. Its slope at $\varepsilon=0$ is the 123.08 N/m found in all three directions.

## 9. Where isotropy ends

The cubic terms built from $t$ and $z$ are $t^3$, $t|z|^2$, $t^2z^*$, $tz^{*2}$, $z^*|z|^2$ and $z^{*3}$. When the crystal turns by $\varphi$, the coefficients of the last four acquire phases $2\varphi,4\varphi,2\varphi$ and $6\varphi$. At $120^\circ$ the last phase is $720^\circ$, so a threefold axis permits one anisotropic cubic term, $\mathrm{Re}(Hz^{*3})$.

For a pull along direction $\theta$, the linear solution has $z=(1+\nu)\varepsilon e^{2i\theta}$. Cubic terms correct the relaxed strains at order $\varepsilon^2$. Since the energy is stationary in those strains, this changes it only at order $\varepsilon^4$. The leading directional part of the energy is therefore $|H|(1+\nu)^3\varepsilon^3\cos(6\theta-\arg H)$. Differentiating and dividing by $E\varepsilon$ gives the relative change of tension:

$$\frac{\delta N}{E\varepsilon}=\frac{3|H|(1+\nu)^3}{E}\,\varepsilon\cos(6\theta-\arg H).$$

It has sixfold angular dependence and starts linearly in strain. In the honeycomb model, going from 0.1% to 0.2% strain multiplies the relative difference (tension difference divided by mean tension) between the armchair direction (along a bond) and the zigzag direction (30° away) by 2.02.

| Strain | Armchair (N/m) | Zigzag (N/m) | Difference / mean |
|---|---|---|---|
| 1% | 1.232 | 1.234 | −0.20% |
| 5% | 6.094 | 6.183 | −1.4% |

The relative difference grows sevenfold for a fivefold strain, so terms beyond the cubic one matter at 5%. The mean of the two tensions departs from $E\varepsilon$ by +0.17% at 1% and by −0.25% at 5%: this model first stiffens slightly and then softens.

The cubic terms also matter for small strains added to a large one. Around a prestrain $z_0$, $t|z|^2$ yields a term in $t\,\mathrm{Re}(z_0^*z)$, which is of type $D$, and $Hz^{*3}$ yields $3Hz_0^*z^{*2}$, which is of type $F$. A uniaxial prestrain removes the threefold axis, and the incremental stiffness is then anisotropic, to leading order in proportion to the prestrain.

## 10. Thermal ripples in a suspended sheet

A suspended sheet at finite temperature stores area in ripples, and tension pulls it out. For height $h$, bending stiffness $\kappa$ and equal biaxial tension $\sigma$, the harmonic energy per area is $\tfrac12\kappa(\nabla^2h)^2+\tfrac12\sigma|\nabla h|^2$. Equipartition gives each Fourier mode, in a sheet of area $S$, the mean square amplitude $k_BT/[S(\kappa q^4+\sigma q^2)]$. The hidden fraction of area is

$$a(\sigma)=\tfrac12\langle|\nabla h|^2\rangle=\frac{k_BT}{4\pi}\int_0^{Q}\frac{q\,dq}{\kappa q^2+\sigma},$$

where $Q$ is an atomic cutoff. The extra area compliance is

$$-\frac{da}{d\sigma}=\frac{k_BT}{8\pi\kappa}\left[\frac1\sigma-\frac1{\sigma+\kappa Q^2}\right]\approx\frac{k_BT}{8\pi\kappa\sigma}$$

for $\sigma\ll\kappa Q^2$ and a sheet wide enough that its longest ripples are controlled by tension. It adds to the ripple-free value $1/K=0.0125$ m/N. At 300 K with $\kappa=10$ eV, a rough value, it is $1.03\times10^{-3}$ m/N at $\sigma=0.1$ N/m, or 8.2% of $1/K$, and 0.82% at 1 N/m. The estimate omits the coupling between ripples and stretching. That coupling becomes strong near $\sigma\approx3k_BTE/(16\pi\kappa)$, about 0.02 N/m here, so the estimate should be used only well above this tension. Its relative error is of the order of this tension divided by $\sigma$, so at 0.1 N/m it gives the size of the effect, not its second digit.

## 11. Use for real devices

The chosen constants are of the size that electronic-structure calculations give for monolayer MoS$_2$; measured moduli scatter by tens of percent. The planar stand-in is fitted only to the two linear constants, so its behaviour at large strain is not a prediction for the real layer. The real layer is expected to soften by roughly ten percent at 5% strain, far more than the model's 0.25%, and the size of its anisotropy may likewise differ from the model's 1.4%. In a channel bonded to a substrate the edges are not free; fixing the width, for example, raises the stiffness by 5.6%. In a suspended sheet under weak tension, ripples must be considered: by the estimate of Section 10 they add roughly 8% to the area compliance at 0.1 N/m. For strains up to about 1% in a flat, initially unstressed strip with free edges, $E$ should give the tension in every in-plane direction to within a few percent; in the model, $\nu$ also gives the narrowing to within a few percent. The armchair and zigzag tensions at 1% strain differ by about 0.2% in this model, and a softening of ten percent at 5% strain, if it grows linearly, amounts to two percent at 1%.
